# Coupled-Dipole Resonances of Two Metal Spheres and Their Gap Field: verification in Python

```python
"""Bright resonances of two equal metal spheres, centre distance R = 3 radii.
Result under test: eps_res = -(2+s)/(1-s), with s = 2(a/R)^3 for a field along
the axis and s = -(a/R)^3 across it; a = radius, eps = relative permittivity.
Lengths are in units of a unless nm is stated; photon energies are in eV.
Polarizabilities are Gaussian (volumes), time factor exp(-i omega t)."""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn, spherical_yn, spherical_in

R = 3.0


def eps_formula(s):
    return -(2 + s) / (1 - s)


def sphere_alpha(eps):
    return (eps - 1) / (eps + 2)


def hessian(func, point, h=1e-3):
    """Second derivatives of func by central differences."""
    e = np.eye(3) * h
    out = np.zeros((3, 3), dtype=complex)
    for i in range(3):
        for j in range(3):
            out[i, j] = (func(point + e[i] + e[j]) - func(point + e[i] - e[j])
                         - func(point - e[i] + e[j])
                         + func(point - e[i] - e[j])) / (4 * h * h)
    return out


def dipole_matrix(dist):
    t = hessian(lambda v: 1 / np.linalg.norm(v), np.array([0, 0, dist])).real
    zero = np.zeros((3, 3))
    return np.block([[zero, t], [t, zero]])


# ---- dipole modes by diagonalization, compared with the formula
def dipole_modes(dist):
    kappa, vec = np.linalg.eigh(dipole_matrix(dist))
    found = {}
    for k, v in zip(kappa, vec.T):
        net = np.linalg.norm(v[:3] + v[3:])
        axis = "along" if v[2]**2 + v[5]**2 > 0.5 else "across"
        assert net < 1e-6 or abs(net - np.sqrt(2)) < 1e-6
        kind = "bright" if net > 1 else "dark"
        found[axis, kind] = brentq(lambda e: (e - 1) * k - (e + 2), -9, -1)
    return found


for dist in (3.0, 4.0):
    g = dist**-3
    modes = dipole_modes(dist)
    for key, s in ((("along", "bright"), 2 * g), (("across", "bright"), -g),
                   (("along", "dark"), -2 * g), (("across", "dark"), g)):
        assert abs(modes[key] - eps_formula(s)) < 1e-5
modes = dipole_modes(R)
eps_L, eps_T = eps_formula(2 / R**3), eps_formula(-1 / R**3)
assert abs(eps_L + 2.24) < 1e-12 and round(eps_T, 2) == -1.89

# ---- all multipoles: re-expansion of the partner's field by quadrature
nodes, weights = np.polynomial.legendre.leggauss(80)


def partner_coords(r, mu, dist):
    z = r * mu - dist
    r2 = np.sqrt(r * r * (1 - mu * mu) + z * z)
    return r2, np.clip(z / r2, -1, 1)


def project(values, l, m):
    p = lpmv(m, l, nodes)
    return np.sum(weights * values * p) / np.sum(weights * p * p)


def multipole_matrix(m, lmax):
    r2, mu2 = partner_coords(1.0, nodes, R)
    S = np.zeros((lmax, lmax))
    for q in range(1, lmax + 1):
        field = (-1)**(q + 1) * lpmv(m, q, mu2) / r2**(q + 1)
        for l in range(1, lmax + 1):
            S[l - 1, q - 1] = project(field, l, m)
    l = np.arange(1, lmax + 1)
    D = l / (2 * l + 1)
    return D[:, None] * (np.eye(lmax) + S), D


def bright_mode(m, lmax):
    u, V = np.linalg.eig(multipole_matrix(m, lmax)[0])
    share = V[0] * np.linalg.inv(V)[:, 0]
    n = np.argmax(share.real)
    return 1 - 1 / u[n].real, share[n].real


def driven(m, eps, lmax):
    M, D = multipole_matrix(m, lmax)
    rhs = np.zeros(lmax, dtype=complex)
    rhs[0] = -D[0]
    return np.linalg.solve(np.eye(lmax) / (1 - eps) - M, rhs)


def potential(b, m, r, mu, dist=R):
    """Applied potential plus that of both spheres, outside the spheres."""
    r2, mu2 = partner_coords(r, mu, dist)
    phi = -r * lpmv(m, 1, mu) + 0j
    for l, bl in enumerate(b, start=1):
        phi = phi + bl * (lpmv(m, l, mu) / r**(l + 1)
                          + (-1)**(l + 1) * lpmv(m, l, mu2) / r2**(l + 1))
    return phi


def flux_error(b, m, eps, dist):
    """Jump of normal displacement at the surface, relative to its maximum."""
    h = 1e-4
    outer = (potential(b, m, 1 + h, nodes, dist)
             - potential(b, m, 1 - h, nodes, dist)) / (2 * h)
    surface = potential(b, m, 1.0, nodes, dist)
    inner = sum(eps * l * project(surface, l, m) * lpmv(m, l, nodes)
                for l in range(1, 25))
    return np.max(abs(outer - inner)) / np.max(abs(outer))


trial = -2.1 + 0.3j
assert flux_error([sphere_alpha(trial)], 0, trial, 1e4) < 1e-5
for m in (0, 1):
    assert flux_error(driven(m, trial, 16), m, trial, R) < 1e-4
full, share, drift = {}, {}, {}
for name, m, ref in (("along", 0, eps_L), ("across", 1, eps_T)):
    assert abs(bright_mode(m, 1)[0] - ref) < 1e-10
    full[name], share[name] = bright_mode(m, 16)
    drift[name] = abs(full[name] - bright_mode(m, 8)[0])
    assert drift[name] < 1e-4 and abs(full[name] - ref) < 0.05

# ---- silver-like example, rough typical parameters
radius_nm, eps_inf, Ep, gamma_bulk, v_fermi = 10.0, 5.0, 9.0, 0.05, 1.4e6
hbar_eVs = const.hbar / const.e
hbarc = hbar_eVs * const.c * 1e9
gamma_surf = hbar_eVs * v_fermi / (radius_nm * 1e-9)
gamma = gamma_bulk + gamma_surf


def drude(E):
    return eps_inf - Ep**2 / (E**2 + 1j * gamma * E)


def energy(eps):
    return Ep / np.sqrt(eps_inf - eps)


E_L, E_T, E_1 = energy(eps_L), energy(eps_T), energy(-2.0)

# driven six-component dipole equations: peak position and width
grid = np.arange(2.9, 3.9, 5e-4)
K = dipole_matrix(R)
system = (1 / sphere_alpha(drude(grid)))[:, None, None] * np.eye(6) - K
for comp, E_res in ((2, E_L), (0, E_T)):
    rhs = np.zeros((1, 6, 1), dtype=complex)
    rhs[0, [comp, comp + 3], 0] = 1
    p = np.linalg.solve(system, rhs)[:, comp, 0]
    absorb = grid * p.imag
    above = grid[absorb > absorb.max() / 2]
    assert abs(grid[np.argmax(absorb)] - E_res) < 1e-3
    assert abs(above[-1] - above[0] - gamma) < 2e-3


# field at the centre of the gap, field along the axis
def gap_field(E, lmax):
    b = driven(0, drude(E), lmax)
    h = 1e-4
    mu = np.array([1.0])
    dphi = potential(b, 0, R/2 + h, mu) - potential(b, 0, R/2 - h, mu)
    return abs(dphi[0] / (2 * h))


p_L = sphere_alpha(drude(E_L)) / (1 - 2 / R**3 * sphere_alpha(drude(E_L)))
gap_dip = abs(1 + 4 * p_L / (R / 2)**3)
assert abs(gap_dip - gap_field(E_L, 1)) < 1e-4 * gap_dip
gap_full = gap_field(energy(full["along"]), 16)


# ---- retardation: Mie dipole coefficient and retarded coupling
def mie_dipole(eps, x):
    n = np.sqrt(eps + 0j)
    z = n * x
    j, dj = spherical_jn(1, x), spherical_jn(1, x, derivative=True)
    y, dy = spherical_yn(1, x), spherical_yn(1, x, derivative=True)
    jz, djz = spherical_jn(1, z), spherical_jn(1, z, derivative=True)
    psi, dpsi = x * j, j + x * dj
    xi, dxi = x * (j + 1j * y), j + 1j * y + x * (dj + 1j * dy)
    psiz, dpsiz = z * jz, jz + z * djz
    return (n*psiz*dpsi - psi*dpsiz) / (n*psiz*dxi - xi*dpsiz)


def retarded_coupling(y):
    phase = np.exp(1j * y) / R**3
    return 2 * (1 - 1j*y) * phase, (y*y + 1j*y - 1) * phase


k_test = 0.17
G = hessian(lambda v: np.exp(1j * k_test * np.linalg.norm(v))
            / np.linalg.norm(v), np.array([0, 0, R]))
G = G + k_test**2 * np.exp(1j * k_test * R) / R * np.eye(3)
assert abs(G[2, 2] - retarded_coupling(k_test * R)[0]) < 1e-6
assert abs(G[0, 0] - retarded_coupling(k_test * R)[1]) < 1e-6
a1 = mie_dipole(-2.5, 0.4)
assert abs(a1.real - abs(a1)**2) < 1e-10
small = 1.5j * mie_dipole(trial, 0.003) / 0.003**3
assert abs(small / sphere_alpha(trial) - 1) < 1e-3

fine = np.arange(2.7, 3.9, 5e-5)
x = fine * radius_nm / hbarc
alpha_ret = 1.5j * mie_dipole(drude(fine), x) / x**3
E_ret = []
for coupling in retarded_coupling(R * x):
    extinction = fine * (alpha_ret / (1 - alpha_ret * coupling)).imag
    top = np.argmax(extinction)
    assert 0 < top < len(fine) - 1
    E_ret.append(fine[top])

# ---- nonlocal screening layer on one sphere
beta = np.sqrt(3 / 5) * hbar_eVs * v_fermi * 1e9
delta_nm = beta / np.sqrt(Ep**2 / eps_inf - E_1**2)
eta = delta_nm / radius_nm * (-2 - eps_inf) / eps_inf
w = radius_nm / delta_nm
slope = w * spherical_in(1, w, derivative=True) / spherical_in(1, w)


def nonlocal_det(eps):
    """Unknowns: bulk field, screened field, outer dipole."""
    return np.linalg.det(np.array([[1, 1, -1],
                                   [eps_inf, eps_inf * slope, 2],
                                   [eps - eps_inf, -eps_inf * slope, 0]]))


eps_nonlocal = brentq(nonlocal_det, -3, -1)
assert abs((eps_nonlocal + 2) / (-2 * eta) - 1) < 0.1

# ---- immersion, tunnelling, gap field strength
n_resist, work_eV, intensity = 1.5, 4.5, 1e7
E_resist = [energy(n_resist**2 * e) for e in (eps_L, eps_T)]
gap_nm = (R - 2) * radius_nm
decay = np.sqrt(2 * const.m_e * work_eV * const.e) / const.hbar
log_tunnel = -2 * decay * gap_nm * 1e-9 / np.log(10)
E0 = np.sqrt(2 * intensity / (const.c * const.epsilon_0)) * 1e-8

nm = 2 * np.pi * hbarc
print(f"coupling s along, across: {2/R**3:.5f}, {-1/R**3:.5f}")
print(f"bright eps, formula, along, across: {eps_L:.4f}, {eps_T:.4f}")
print("bright eps, diagonalized, along, across: "
      f"{modes['along', 'bright']:.4f}, {modes['across', 'bright']:.4f}")
print("dark eps, diagonalized, along, across: "
      f"{modes['along', 'dark']:.4f}, {modes['across', 'dark']:.4f}")
for name in ("along", "across"):
    print(f"all multipoles (l to 16), {name}: eps {full[name]:.4f}, "
          f"share of dipole strength {share[name]:.4f}")
    print(f"  change of eps from l to 8 to l to 16: {drift[name]:.1e}")
print(f"radius, gap: {radius_nm:.0f}, {gap_nm:.0f} nm")
print(f"eps_inf {eps_inf:.1f}, Ep {Ep:.1f} eV, v_F {v_fermi:.1e} m/s")
print(f"damping bulk, surface, total: {gamma_bulk:.3f}, "
      f"{gamma_surf:.3f}, {gamma:.3f} eV")
print(f"single sphere resonance: {E_1:.3f} eV, {nm/E_1:.1f} nm")
print(f"along resonance: {E_L:.3f} eV, {nm/E_L:.1f} nm")
print(f"across resonance: {E_T:.3f} eV, {nm/E_T:.1f} nm")
print(f"shift from single, along, across: {1e3*(E_L-E_1):.1f}, "
      f"{1e3*(E_T-E_1):.1f} meV")
print(f"splitting: {1e3*(E_T-E_L):.1f} meV; "
      f"splitting/width: {(E_T-E_L)/gamma:.2f}")
print(f"gap-centre field/applied, dipoles: {gap_dip:.2f}")
print(f"gap-centre field/applied, all multipoles: {gap_full:.2f}")
print("multipole energy shift, along, across: "
      f"{1e3*(energy(full['along'])-E_L):.1f}, "
      f"{1e3*(energy(full['across'])-E_T):.1f} meV")
print(f"k*a, k*R at along resonance: {E_L*radius_nm/hbarc:.3f}, "
      f"{R*E_L*radius_nm/hbarc:.3f}")
print(f"retarded peaks, along, across: {E_ret[0]:.3f}, {E_ret[1]:.3f} eV")
print(f"retardation shift, along, across: {1e3*(E_ret[0]-E_L):.1f}, "
      f"{1e3*(E_ret[1]-E_T):.1f} meV")
print(f"screening layer thickness: {delta_nm:.3f} nm; eta {eta:.4f}")
print(f"nonlocal single-sphere eps, estimate, matching: "
      f"{-2*(1+eta):.3f}, {eps_nonlocal:.3f}")
print("nonlocal single-sphere energy shift: "
      f"{1e3*(energy(eps_nonlocal)-E_1):.1f} meV")
print(f"immersed in resist of index {n_resist}: along {E_resist[0]:.3f} eV "
      f"({nm/E_resist[0]:.0f} nm), across {E_resist[1]:.3f} eV")
print(f"log10 of tunnelling factor, barrier {work_eV} eV: {log_tunnel:.0f}")
print(f"intensity: {intensity*1e-7:.0f} kW/cm2; applied field {E0:.2e} MV/cm")
print(f"gap-centre field at that intensity: {E0*gap_full:.2e} MV/cm")
print("tests ok")
```

Output:

```
coupling s along, across: 0.07407, -0.03704
bright eps, formula, along, across: -2.2400, -1.8929
bright eps, diagonalized, along, across: -2.2400, -1.8929
dark eps, diagonalized, along, across: -1.7931, -2.1154
all multipoles (l to 16), along: eps -2.2686, share of dipole strength 0.9691
  change of eps from l to 8 to l to 16: 9.5e-08
all multipoles (l to 16), across: eps -1.9023, share of dipole strength 0.9835
  change of eps from l to 8 to l to 16: 4.2e-09
radius, gap: 10, 10 nm
eps_inf 5.0, Ep 9.0 eV, v_F 1.4e+06 m/s
damping bulk, surface, total: 0.050, 0.092, 0.142 eV
single sphere resonance: 3.402 eV, 364.5 nm
along resonance: 3.345 eV, 370.7 nm
across resonance: 3.428 eV, 361.7 nm
shift from single, along, across: -56.9, 26.3 meV
splitting: 83.2 meV; splitting/width: 0.59
gap-centre field/applied, dipoles: 13.59
gap-centre field/applied, all multipoles: 16.56
multipole energy shift, along, across: -6.6, -2.4 meV
k*a, k*R at along resonance: 0.170, 0.509
retarded peaks, along, across: 3.319, 3.408 eV
retardation shift, along, across: -25.7, -19.9 meV
screening layer thickness: 0.332 nm; eta -0.0464
nonlocal single-sphere eps, estimate, matching: -1.907, -1.905
nonlocal single-sphere energy shift: 23.2 meV
immersed in resist of index 1.5: along 2.840 eV (437 nm), across 2.958 eV
log10 of tunnelling factor, barrier 4.5 eV: -94
intensity: 1 kW/cm2; applied field 8.68e-04 MV/cm
gap-centre field at that intensity: 1.44e-02 MV/cm
tests ok
```
